# Clenshaw-Curtis Frequency Quadrature for RPA Energies, with a Matched Scale

## One transition and one point

Take a system with a single excitation of gap $d>0$ and coupling $K>0$. Its correlation energy in the random-phase approximation (RPA) is, in atomic units,

$$E=\int_0^\infty\frac{d\omega}{2\pi}\,[\ln(1+q)-q],\qquad q=\frac{4Kd}{\omega^2+d^2}.$$

With $\Omega^2=d^2+4dK$ we have $1+q=(\omega^2+\Omega^2)/(\omega^2+d^2)$, and so

$$\ln(1+q)=\int_d^\Omega\frac{2y\,dy}{\omega^2+y^2}.\tag{1}$$

Since $\int_0^\infty d\omega/(\omega^2+y^2)=\pi/(2y)$, the logarithm integrates to $\pi(\Omega-d)$ and $q$ to $2\pi K$. Therefore

$$E=\tfrac12(\Omega-d-2K).\tag{2}$$

Now integrate numerically. Put $\omega=a\cot t$ with a scale $a>0$, so that $|d\omega|=a\,dt/\sin^2t$ and $0<t\le\pi/2$. The trapezoidal rule with the two end points alone gives each the weight $\pi/4$ in $t$. At $t\to0$ the integrand falls as $\omega^{-4}$ while $1/\sin^2t$ grows as $\omega^2$, so that end contributes nothing. The point $t=\pi/2$, which is $\omega=0$, leaves

$$E_1(a)=\frac a8\left[\ln\left(1+\frac{4K}d\right)-\frac{4K}d\right].$$

This is proportional to $a$. One value of $a$ makes it equal to (2):

$$a=\frac{8E}{\ln(1+4K/d)-4K/d}.$$

For weak coupling, $E\simeq-K^2/d$ and the denominator is $\simeq-8K^2/d^2$, so $a\to d$: the scale sits at the excitation.

The lowest transition of formaldehyde, in the calculation described below, has $d=3.5923$, $K=0.3838$ and $\Omega=4.2919$ eV. Then $E=-0.03406$ eV, $4K/d=0.4274$, and the denominator is $0.3559-0.4274=-0.0715$. The scale is $a=3.808$ eV, between $d$ and $\Omega$.

A molecule has many transitions and one scale. The same requirement, imposed on the sum over transitions treated as if they were independent, fixes $a$ there too.

## The integrand for a molecule

Assume a closed shell, real spatial orbitals and positive gaps. A transition $n$ leads from an occupied orbital $i$ to a virtual orbital $c$, with gap $d_n=\varepsilon_c-\varepsilon_i$. Let $D$ be the diagonal matrix of gaps and $K_{nm}=(ic|je)$ the Coulomb interaction of the densities $\varphi_i\varphi_c$ and $\varphi_j\varphi_e$. As a Coulomb energy is non-negative, $K$ is positive semidefinite; its diagonal elements $K_n$ are self-repulsions of nonzero densities, hence positive.

Direct RPA omits exchange from the response. In spin orbitals, with coupling matrix $K_s$, its equations are

$$(D+K_s)X+K_sY=\Omega X,\qquad K_sX+(D+K_s)Y=-\Omega Y.$$

Their sum and difference are

$$(D+2K_s)(X+Y)=\Omega(X-Y),\qquad D(X-Y)=\Omega(X+Y).$$

Eliminate $X-Y$, set $X+Y=D^{1/2}Z$ and multiply by $D^{1/2}$. The result is $(D^2+2D^{1/2}K_sD^{1/2})Z=\Omega^2Z$. Each of the four spin blocks of $K_s$ equals $K$. The spin-symmetric combination therefore sees $2K$ and the antisymmetric one sees zero. The latter has $\Omega_n=d_n$ and no correlation energy. The former has

$$M=D^2+4D^{1/2}KD^{1/2},$$

with eigenvalues $\Omega_n^2$. The RPA correlation energy is defined as half the sum of excitation energies minus half the trace of $D+K_s$:

$$E=\tfrac12\mathrm{Tr}\,(M^{1/2}-D-2K).\tag{3}$$

For the frequency form, let $G=D(D^2+\omega^2)^{-1}$ and $Q=4G^{1/2}KG^{1/2}$. Because $(\omega^2+D^2)^{1/2}G^{1/2}=D^{1/2}$,

$$\omega^2+M=(\omega^2+D^2)^{1/2}(1+Q)(\omega^2+D^2)^{1/2}.$$

Taking the logarithm of the determinant gives

$$\mathrm{Tr}\ln(1+Q)=\sum_n\ln\frac{\omega^2+\Omega_n^2}{\omega^2+d_n^2},\qquad \mathrm{Tr}\,Q=\sum_n\frac{4K_nd_n}{\omega^2+d_n^2}.\tag{4}$$

The integrals of the first section, applied term by term, turn (3) into

$$E=\int_0^\infty\frac{d\omega}{2\pi}F(\omega),\qquad F=\mathrm{Tr}[\ln(1+Q)-Q].\tag{5}$$

Since $\ln(1+q)\le q$, $F\le0$ and $E\le0$. If $K=SS^T$ with a narrow $S$, the smaller matrix $4S^TGS$ has the same nonzero eigenvalues as $Q$, being $X^TX$ instead of $XX^T$ with $X=2G^{1/2}S$. The frequency form then avoids diagonalizing $M$.

## The rule

$F$ is even, so we integrate over the whole line and halve:

$$\int_{-\infty}^\infty F\,d\omega=\int_0^\pi g(t)\,dt,\qquad g(t)=\frac{a\,F(a\cot t)}{\sin^2t}.$$

At large $\omega$, $F$ is a power series in $1/\omega^2=\tan^2t/a^2$ starting with $\omega^{-4}$. Thus $g$ is smooth at $t=0$, where it vanishes as $t^2$. It is also even and has period $\pi$, so it has a cosine series $g=c_0+\sum_{k\ge1}c_k\cos2kt$, whose integral is $\pi c_0$.

The Clenshaw-Curtis procedure samples the function, forms the cosine interpolant and integrates that. On the $2N$ points $t_j=j\pi/(2N)$, $j=0,\dots,2N-1$, the constant coefficient of the interpolant is the mean of the samples. The rule is thus $\pi$ times this mean, a trapezoidal sum of step $\pi/(2N)$. The point $j=0$ gives zero, $j$ and $2N-j$ give equal values, and $j=N$ occurs once. Halving for the half line,

$$E_N=\frac1{2\pi}\sum_{j=1}^Nw_jF(\omega_j),\qquad \omega_j=a\cot t_j,\tag{6}$$

$$w_j=\frac{a\pi}{2N\sin^2t_j}\ (j<N),\qquad w_N=\frac{a\pi}{4N}.$$

## The quadrature error in closed form

By (1) and (4), $F$ is built from functions $1/(\omega^2+y^2)$. After the substitution, such a function becomes $a/(a^2\cos^2t+y^2\sin^2t)$. Let $r=(y-a)/(y+a)$, so $|r|<1$. Summing geometric series,

$$1+2\sum_{k\ge1}r^k\cos2kt=\frac{1-r^2}{1-2r\cos2t+r^2}.$$

Multiply numerator and denominator by $(y+a)^2$. The numerator is $4ay$. The denominator is

$$2(y^2+a^2)-2(y^2-a^2)\cos2t=4(a^2\cos^2t+y^2\sin^2t).$$

Hence

$$\frac{a}{a^2\cos^2t+y^2\sin^2t}=\frac1y\Big[1+2\sum_{k\ge1}r^k\cos2kt\Big].$$

The sum of $\cos2kt_j$ over the $2N$ points is $2N$ if $k$ is a multiple of $2N$ and zero otherwise. The rule therefore returns, in place of the integral $\pi/y$,

$$\frac\pi y[1+e(y)],\qquad e(y)=2\sum_{m\ge1}r^{2Nm}=\frac{2r^{2N}}{1-r^{2N}}.\tag{7}$$

The relative error $e(y)$ is non-negative, vanishes at $y=a$ and grows away from it on both sides.

Here the point $t=0$ is included, although (6) omits it. The separate pieces of $F$ do not vanish there, but their sum does: its coefficient of $\omega^{-2}$ is $\sum_n(\Omega_n^2-d_n^2)-4\sum_nK_nd_n=\mathrm{Tr}(M-D^2)-4\sum_nK_nd_n=0$.

Over the whole line, the logarithm in (4) acquires the excess $\sum_n\int_{d_n}^{\Omega_n}2y(\pi/y)e(y)\,dy$, and $\mathrm{Tr}\,Q$ the excess $\sum_n4\pi K_ne(d_n)$. The energy is $1/(4\pi)$ times the whole-line integral, so

$$E_N-E=\frac12\Big[\sum_n\int_{d_n}^{\Omega_n}e(y)\,dy-2\sum_nK_ne(d_n)\Big].\tag{8}$$

Order both sets increasingly; then $\Omega_n\ge d_n$, because $M-D^2$ is positive semidefinite. Both sums in (8) are non-negative. If $e_{\max}$ is the largest $e$ on the spectrum, the second term is at most $2e_{\max}\mathrm{Tr}K$. So is the first, because $E\le0$ in (3) means $\sum_n(\Omega_n-d_n)\le2\,\mathrm{Tr}K$. Hence

$$|E_N-E|\le e_{\max}\,\mathrm{Tr}K,\tag{9}$$

with $e_{\max}$ reached at $d_{\min}$ or $\Omega_{\max}$. The bound decays as $\rho^{2N}$, where $\rho$ is the larger $|r|$ at these ends. It decays fastest when the two are equal,

$$\frac{a-d_{\min}}{a+d_{\min}}=\frac{\Omega_{\max}-a}{\Omega_{\max}+a}\quad\Longrightarrow\quad a=\sqrt{d_{\min}\Omega_{\max}}.$$

Then $\rho\simeq1-2\sqrt{d_{\min}/\Omega_{\max}}$ for a wide spectrum, and the number of points needed for a given bound grows as $\sqrt{\Omega_{\max}/d_{\min}}$. As the gap closes, $\rho\to1$ and this guarantee of exponential convergence is lost.

## The matching equation and its single root

The bound looks at the ends of the spectrum and ignores how much each transition contributes. The diagonal approximation includes such weights cheaply. Drop the off-diagonal elements of $K$; then

$$\bar\Omega_n=\sqrt{d_n^2+4d_nK_n},\qquad E^{\rm d}=\tfrac12\sum_n(\bar\Omega_n-d_n-2K_n),$$

and the rule gives

$$E_N^{\rm d}(a)=\sum_{j=1}^N\frac{w_j}{2\pi}\sum_n\Big[\ln(1+q_{nj})-q_{nj}\Big],\qquad q_{nj}=\frac{4K_nd_n}{\omega_j^2+d_n^2}.$$

The scale is fixed by

$$E_N^{\rm d}(a)=E^{\rm d}.\tag{10}$$

This makes the diagonal model exact; the full energy keeps an error given by (8). It remains to show that (10) has a solution, and only one.

Define $\Delta(a)=E^{\rm d}_N(a)-E^{\rm d}$ and $h(y)=e(y)/y$. In (8) put $s=y^2$, $dy=ds/(2\sqrt s)$, and write $2K_n=(\bar\Omega_n^2-d_n^2)/(2d_n)$. Then

$$\Delta(a)=\frac14\sum_n\int_{d_n^2}^{\bar\Omega_n^2}[h(\sqrt s)-h(d_n)]\,ds.\tag{11}$$

**Existence.** For $y<a$, both $e$ and $1/y$ fall with $y$, so $h$ falls. For $y>a$, set $u=a/y$; then (7) gives

$$h=\frac2a\,\frac{u}{[(1+u)/(1-u)]^{2N}-1}.$$

Since $(1+u)/(1-u)=1+2u+2u^2+\dots$, the denominator is a series with positive coefficients beginning at order $u$. Divided by $u$ it still increases, so $h$ falls with $u$ and rises with $y$. If $a\le d_{\min}$, every bracket in (11) is therefore positive inside its interval and $\Delta>0$. If $a\ge\bar\Omega_{\max}$, every bracket is negative and $\Delta<0$. By continuity there is a root with $d_{\min}<a<\bar\Omega_{\max}$.

**Uniqueness.** Let $\tanh\phi$ be the smaller of $a/y$ and $y/a$. Then $|r|=e^{-2\phi}$ and $e(y)=\coth(2N\phi)-1$. For $y>a$, $\partial\phi/\partial a=\cosh^2\phi/y$, and with $1/y^2=\tanh^2\phi/a^2$,

$$\frac{\partial h}{\partial a}=-\frac{2N\cosh^2\phi}{y^2\sinh^22N\phi}=-\frac{2N}{a^2}\,\frac{\sinh^2\phi}{\sinh^22N\phi}.$$

For $y<a$, $\partial\phi/\partial a=-y\cosh^2\phi/a^2$, and

$$\frac{\partial h}{\partial a}=+\frac{2N}{a^2}\,\frac{\cosh^2\phi}{\sinh^22N\phi}.$$

Both expressions tend to zero at $y=a$, where $\phi\to\infty$. Each decreases with $y$:

- For $y<a$, $\phi$ rises with $y$. The logarithmic derivative of $\sinh2N\phi/\cosh\phi$ is $2N\coth2N\phi-\tanh\phi>0$, so $\partial h/\partial a$ falls towards zero.
- For $y>a$, $\phi$ falls as $y$ rises. The logarithmic derivative of $\sinh2N\phi/\sinh\phi$ is $2N\coth2N\phi-\coth\phi$. It is positive because $x\coth x$ increases, its derivative being $(\frac12\sinh2x-x)/\sinh^2x$. So $\partial h/\partial a$ becomes more negative.

Thus $\partial h/\partial a$ decreases with $y$ throughout. Differentiating (11), whose limits do not depend on $a$, gives a negative integrand in every term. $\Delta$ decreases strictly and the root, called $a^*$, is unique. Bisection on the bracket cannot miss it. The root is unique for given $d_n$ and $K_n$. With degenerate orbitals the $K_n$ change under a rotation within the degenerate set, while the full energy does not, so $a^*$ depends on that choice. For N$_2$ (1.0977 angstrom, PBE orbitals, def2-SVP), rotating the occupied $\pi$ pair in steps of 22.5° moves $E^{\rm d}$ between $-4.56$ and $-5.24$ eV, and $a^*$ at $N=6$ between 31.51 and 31.65 eV.

The extremes show what the scale does. As $a\to0$ all points collapse to $\omega=0$ with vanishing weights, and $E_N\to0$. As $a\to\infty$ all points but the last move out to where $F\sim\omega^{-4}$, and $E_N\to aF(0)/(8N)$, which is unboundedly negative.

**The full matrix.** Let $f'(s)=h(\sqrt s)$. The substitutions that led to (11), with $4K_nd_n=(M-D^2)_{nn}$, turn (8) into

$$E_N-E=\tfrac14\mathrm{Tr}[f(M)-f(D^2)-(M-D^2)f'(D^2)].$$

Let $|p\rangle$ be the eigenvectors of $M$ with eigenvalues $\mu_p$, and $|n\rangle$ those of $D^2$ with $\lambda_n=d_n^2$. The trace is

$$\sum_{pn}|\langle p|n\rangle|^2[f(\mu_p)-f(\lambda_n)-(\mu_p-\lambda_n)f'(\lambda_n)].$$

Its derivative with respect to $a$ has $\partial f/\partial a$ in place of $f$. That function is strictly concave in $s$, as its slope $\partial h/\partial a$ decreases, and a concave function lies below its tangents. So $E_N(a)$ also decreases strictly. For $a\le d_{\min}$, $f$ is convex on the spectrum and the error is positive; for $a\ge\Omega_{\max}$ it is concave and the error is negative. Hence there is one scale $a_{\rm full}$ that makes the rule exact for the full energy. Finding it requires the answer; $a^*$ is an affordable estimate of it.

**Many points.** For large $N$, $e\simeq2r^{2N}$ and the largest $|r|$ dominates (8). If $a$ is fixed below $(d_{\min}\bar\Omega_{\max})^{1/2}$, this is at $\bar\Omega_{\max}$, which enters through the positive integral, and $\Delta>0$. If $a$ is fixed above, it is at $d_{\min}$. There the negative term $-K_ne(d_n)$ wins, because $e$ decays away from $d_{\min}$ over a distance of order $1/N$, which makes the integral small. So $\Delta<0$, and the root is squeezed to

$$a^*\to\sqrt{d_{\min}\bar\Omega_{\max}}\qquad(N\to\infty).\tag{12}$$

## The algorithm

1. From the gaps and the diagonal integrals $K_n$, compute $\bar\Omega_n$ and the bracket $(d_{\min},\bar\Omega_{\max})$.
2. Solve (10) for $a^*$ by a bracketing root finder.
3. Form $\omega_j$ and $w_j$, evaluate $F(\omega_j)$ with the full $K$, and sum (6).

Once the rule has converged, $E_N^{\rm d}-E^{\rm d}$ is a difference of nearly equal numbers, and rounding hides its root. The diagonal form of (8) avoids this subtraction of energies. Its terms may be multiplied by a common positive factor, which prevents underflow and does not move the root. The integrals over $y$ are done by Gauss-Legendre quadrature.

## Formaldehyde

The example is H$_2$CO with PBE orbitals in the def2-SVP basis, all electrons correlated. The chosen geometry has C–O and C–H lengths of 1.21 and 1.11 angstrom and an O–C–H angle of 122°. The 8 occupied and 30 virtual orbitals give 240 transitions, with $d_{\min}=3.592$ eV and $\bar\Omega_{\max}=604.99$ eV. Diagonalization gives $E=-13.6901$ eV ($-0.50310$ hartree). Errors below are relative to this value; they say nothing about the error of the basis or of RPA.

For $N=6$ the matched scale is 27.241 eV, and the grid is:

| $\omega_j$ (eV) | $w_j$ (eV) | $F(\omega_j)$ |
|---|---|---|
| 101.664 | 106.462 | −0.06485 |
| 47.182 | 28.526 | −0.37922 |
| 27.241 | 14.263 | −0.92219 |
| 15.727 | 9.509 | −1.71648 |
| 7.299 | 7.644 | −2.98139 |
| 0 | 3.566 | −4.42187 |

The products $w_jF(\omega_j)$ are $-6.904$, $-10.818$, $-13.153$, $-16.322$, $-22.789$ and $-15.768$ eV. Their sum, $-85.753$ eV, divided by $2\pi$ gives $-13.648$ eV. The error is $+0.042$ eV, or 0.3% of the correlation energy.

The next table compares $a^*$ with $a_{\rm full}$. The last two columns are the errors of the full energy at $a^*$ and at the limiting scale (12), which is 46.62 eV.

| $N$ | $a^*$ (eV) | $a_{\rm full}$ (eV) | error at $a^*$ (eV) | error at (12) (eV) |
|---|---|---|---|---|
| 5 | 25.71 | 29.94 | $7.8\times10^{-2}$ | $-3.9\times10^{-1}$ |
| 10 | 34.08 | 38.84 | $9.4\times10^{-3}$ | $-2.0\times10^{-2}$ |
| 20 | 40.53 | 43.66 | $4.7\times10^{-4}$ | $-4.4\times10^{-4}$ |
| 40 | 43.14 | 44.80 | $1.3\times10^{-6}$ | $-1.4\times10^{-6}$ |

The diagonal energy is only $-4.490$ eV, a third of the full one, yet its scale lies within 15% of $a_{\rm full}$ in every row. The errors at $a^*$ are positive because $a^*<a_{\rm full}$ here and $E_N$ decreases with $a$. Matching reduces the error fivefold at $N=5$ and twofold at $N=10$, compared with (12). At $N=20$ and 40 it has no clear advantage, and at $N=20$ the simpler scale is slightly better. These ratios belong to this basis with all electrons correlated. With the two core orbitals frozen, $\bar\Omega_{\max}$ drops to 122.65 eV and (12) to 20.99 eV. Then $a^*$ lies above (12), at 23.69, 22.50 and 21.29 eV for $N=5$, 10 and 20, and matching reduces the error by factors of 2.3, 2.6 and 1.7.

The scale still matters at $N=20$: halving $a^*$ changes the error to $+1.0\times10^{-2}$ eV and doubling it to $-1.4\times10^{-2}$ eV, more than twenty times the error at $a^*$.

At $N=40$ and $a=a^*$, the larger $|r|$ is at the upper end, $(605.00-43.14)/(605.00+43.14)=0.8669$. Then $e_{\max}\simeq2\times0.8669^{80}\simeq2.2\times10^{-5}$, and with $\mathrm{Tr}K=146.97$ eV the bound (9) is about $3\times10^{-3}$ eV. The actual error is over a thousand times smaller, so (9) is safe but pessimistic here.

The approach to (12) is slow: $a^*$ is 44.66, 46.09 and 46.52 eV for $N=160$, 640 and 2560. The numerical check also compares (8) with explicit quadrature, for both the diagonal and the full energy, and tests the decrease of $E_N(a)$ on a range of scales.

## Values computed for the example and the checks

```
H2CO, RPA on PBE orbitals, def2-SVP, all electrons
C-O, C-H lengths: 1.21, 1.11 angstrom
O-C-H angle: 122.0 degrees
occupied, virtual, transitions: 8, 30, 240
smallest gap d_min: 3.5923 eV
largest gap d_max: 604.759 eV
largest diagonal Omega: 604.990 eV
largest full Omega: 605.002 eV
trace of K: 146.969 eV
diagonal-approximation energy: -4.489931 eV
RPA energy by diagonalization: -13.690117 eV
RPA energy by diagonalization: -0.50310252 hartree
Lowest transition alone, N=1:
 d, K, Omega: 3.59231, 0.38384, 4.29188 eV
 energy: -0.034059 eV; matched a: 3.80825 eV
Six-point grid, matched a = 27.24077 eV
 j  omega (eV)  weight (eV)  F (no unit)
 1  101.66394  106.46223  -0.06484931
 2  47.18240  28.52647  -0.37922130
 3  27.24077  14.26323  -0.92218556
 4  15.72747  9.50882  -1.71648461
 5  7.29914  7.64364  -2.98138853
 6  0.00000  3.56581  -4.42187185
 six-point RPA energy: -13.648040 eV
 six-point error: 0.042077 eV
N, matched a (eV), a exact for full RPA (eV),
  error at matched a (eV), error at sqrt(d_min*Omega_max) (eV)
 5  25.7065  29.9373  7.75e-02  -3.86e-01
 10  34.0833  38.8421  9.44e-03  -2.02e-02
 20  40.5264  43.6552  4.74e-04  -4.43e-04
 40  43.1434  44.7991  1.28e-06  -1.38e-06
RPA energy, N=40, matched a: -13.690116 eV
N=20, error at 0.5 times matched a: 1.01e-02 eV
N=20, error at 2.0 times matched a: -1.42e-02 eV
sqrt(d_min*Omega_max): 46.6188 eV
matched a for N=40: 43.1434 eV
matched a for N=160: 44.6621 eV
matched a for N=640: 46.0943 eV
matched a for N=2560: 46.5225 eV
```
